# Depletion width of a germanium blocked-impurity-band detector, derived twice

A response calculation for a germanium blocked-impurity-band detector has to decide over what length of the doped layer photocarriers are counted as collected. If the count is restricted to the region that contains a field, that length is the depletion width \(w\), which may be much smaller than the grown thickness \(d\). In the example below, a 10 µm layer at 50 mV is depleted over about 4.9 µm. Using \(d\) in place of \(w\) would double the collecting length. The same relation tells whether more bias, purer material or a thinner blocking layer is needed to deplete the whole layer.

## The structure and the result

Take an n-type detector. The active layer, \(0<x<d\), contains donors of density \(N_D\) and compensating acceptors of much smaller density \(N_A\). The blocking layer, \(-b<x<0\), is undoped. Each acceptor has taken an electron from a donor, so the active layer at rest contains \(N_A\) negative acceptors and an equal density of positive donors, written D\(^+\).

A D\(^+\) charge can move although the donor atoms cannot: an electron hops from a neutral donor to an ionised one, and the positive charge moves the other way. This needs closely spaced donors, so the motion stops at the blocking layer. Electrons in the conduction band can cross that layer.

The contact on the blocking side is positive. Let \(V\) be the total potential drop between the two contacts, that is, the applied bias corrected for any built-in difference. With \(e>0\) and one permittivity \(\varepsilon\) for both layers, the result is

\[
w=\sqrt{b^2+\frac{2\varepsilon V}{eN_A}}-b ,\qquad 0\le V\le V_{\rm fd}, \tag{1}
\]

where \(V_{\rm fd}\) is the bias at which \(w\) reaches \(d\). For a p-type detector, all charges and the bias change sign.

## First derivation: a sharp edge

**Charge.** The field points from the positive contact into the active layer, along \(+x\). It pushes D\(^+\) towards the back contact, which absorbs it, and no D\(^+\) arrives through the blocking layer to replace it. The fixed acceptors are left behind. Assume that the removal is complete up to a plane \(x=w\) and absent beyond it:

\[
\rho=-eN_A\quad(0<x<w),\qquad \rho=0\quad(w<x<d).
\]

The donors that remain in the depleted part are neutral, which is why \(N_D\) does not enter. The blocking layer is taken as uncharged for now.

**Field.** In the dark steady state no D\(^+\) current flows, since the blocking layer stops it. The neutral part conducts by hopping, so zero current there means zero field, and \(E(w)=0\). Gauss's law in one dimension is

\[
\frac{dE}{dx}=\frac{\rho}{\varepsilon}=-\frac{eN_A}{\varepsilon}.
\]

Integrating from \(x\) to \(w\) gives \(0-E(x)=-(eN_A/\varepsilon)(w-x)\), hence

\[
E(x)=\frac{eN_A}{\varepsilon}(w-x),\qquad 0<x<w .
\]

The interface carries no sheet charge and \(\varepsilon\) is the same on both sides, so \(E\) is continuous there. Without charge in the blocking layer the field is constant throughout it:

\[
E_i=\frac{eN_A w}{\varepsilon}. \tag{2}
\]

**Potential.** Since \(E=-d\phi/dx\), the drop from the positive contact to the back is the integral of \(E\):

\[
V=\int_{-b}^{0}E_i\,dx+\int_0^w\frac{eN_A}{\varepsilon}(w-x)\,dx
=\frac{eN_A}{\varepsilon}\left(bw+\frac{w^2}{2}\right). \tag{3}
\]

Define \(L^2=2\varepsilon V/(eN_A)\). Multiplying (3) by \(2\varepsilon/(eN_A)\) gives \(w^2+2bw=L^2\). Adding \(b^2\) to both sides completes the square:

\[
(w+b)^2=b^2+L^2 .
\]

A width cannot be negative, so the positive root is taken, and this is (1). For \(V<0\) the field would drive D\(^+\) towards the interface instead of away from it, and the assumed charge would be wrong.

### Limits and trends

The length \(L\) is the depletion width without a blocking layer. For \(b\ll L\), expanding the root gives

\[
w\simeq L-b+\frac{b^2}{2L}.
\]

For \(b\gg L\), the root is \(b+L^2/(2b)\) to leading order, so

\[
w\simeq\frac{L^2}{2b}=\frac{\varepsilon V}{eN_A b}.
\]

The width thus approaches \(\sqrt V\) growth when nearly all of the voltage falls in the active layer, and linear growth when nearly all of it falls in the blocking layer. When the two layers share the voltage, the growth lies between these limits.

Bias and compensation enter only as \(V/N_A\). Halving \(N_A\) has the same effect on \(w\) as doubling \(V\), although the fields differ. The effect of \(b\), at fixed \(V\) and \(N_A\), follows by differentiating (1):

\[
\frac{\partial w}{\partial b}=\frac{b}{\sqrt{b^2+L^2}}-1=\frac{b}{b+w}-1=-\frac{w}{b+w}.
\]

A thicker blocking layer therefore always costs depletion width in this model, but by less than its own added thickness.

### Full depletion

Setting \(w=d\) in (3) gives

\[
V_{\rm fd}=\frac{eN_A}{2\varepsilon}\,d(d+2b). \tag{4}
\]

Above this bias there are no more acceptors to uncover. The field at the back is no longer zero but some value \(E_b\), which adds uniformly to the earlier profile. Its contribution to the drop is \(E_b(b+d)\), so \(V=V_{\rm fd}+E_b(b+d)\), and the field in the blocking layer becomes

\[
E_i=\frac{eN_A d}{\varepsilon}+\frac{V-V_{\rm fd}}{b+d}. \tag{5}
\]

### Capacitance

The positive contact carries the charge \(\varepsilon E_i=eN_A w\) per area. Differentiating \(w^2+2bw=L^2\) with respect to \(V\) gives \(2(w+b)\,dw/dV=2\varepsilon/(eN_A)\). Therefore

\[
C=eN_A\frac{dw}{dV}=\frac{\varepsilon}{b+w},\qquad
\frac{1}{C^2}=\frac{b^2}{\varepsilon^2}+\frac{2V}{e\varepsilon N_A}. \tag{6}
\]

Within the sharp-edge model and below full depletion, a plot of \(1/C^2\) against \(V\) is a straight line whose slope gives \(N_A\) and whose value at \(V=0\) gives \(b\). Against an error in the bias, the slope is the safer of the two. A constant error \(\delta V\) in \(V\) leaves it unchanged but shifts the intercept by \(2\delta V/(e\varepsilon N_A)\). With the values of the example below, an overestimate of \(V\) by 3 mV would make a 2 µm blocking layer appear about 1.2 µm thick. An error in the contact area acts the other way: \(1/C^2\) contains the area squared, so a small relative error in it enters \(N_A\) twice and \(b\) once. The edge potential \(\phi_c\) of (11) below shifts the intercept in the same way as an overestimate of \(V\) by \(\phi_c\); since it may reach a few millivolts in real material, the intercept can understate \(b\) even when the bias is known exactly. The bias must change slowly enough for the D\(^+\) charge to follow by hopping.

### A charged blocking layer

Suppose the blocking layer holds a uniform fixed charge \(-eN_b\). Then \(dE/dx=-eN_b/\varepsilon\) there, and \(E(x)=E_i-eN_bx/\varepsilon\). Because \(x<0\), the field rises towards the positive contact when \(N_b>0\); for \(N_b<0\) it falls, and it changes sign inside the layer if \(|N_b|b>N_Aw\). The extra drop is

\[
-\frac{eN_b}{\varepsilon}\int_{-b}^0x\,dx=\frac{eN_b b^2}{2\varepsilon}.
\]

Adding it to (3) and completing the square as before gives

\[
w=\sqrt{b^2\left(1-\frac{N_b}{N_A}\right)+L^2}-b, \tag{7}
\]

provided \(V\) exceeds \(eN_bb^2/(2\varepsilon)\) when \(N_b>0\). Below that bias nothing is left to deplete the active layer.

## Second derivation: mobile charge without an assumed edge

The sharp edge can be replaced by a statement about how D\(^+\) responds to the potential. Set \(\phi=0\) deep in the neutral active layer. With no D\(^+\) current, let the D\(^+\) charges be in hopping equilibrium, so that their density depends on the local potential alone:

\[
N_{D^+}=N_A f(\phi),\qquad f(0)=1 .
\]

The condition on \(f(0)\) expresses neutrality. Since D\(^+\) is positive, it avoids high potential, and \(f\) falls towards zero as \(\phi\) rises. Poisson's equation in the active layer is

\[
\phi''=-\frac{\rho}{\varepsilon}=\frac{eN_A}{\varepsilon}\,[1-f(\phi)] . \tag{8}
\]

**First integral.** Multiply (8) by \(\phi'\). The left side becomes \(\tfrac12(\phi'^2)'\). Integrate from the interface, where \(\phi=\phi_i\) and \(\phi'=-E_i\), to the neutral region, where both \(\phi\) and \(\phi'\) vanish:

\[
-\frac{E_i^2}{2}=\frac{eN_A}{\varepsilon}\int_{\phi_i}^{0}(1-f)\,d\phi .
\]

Reversing the limits removes the minus sign. If \(\phi_i\) lies far above the range in which \(f\) is appreciable, the integral of \(f\) may be extended to infinity:

\[
E_i^2=\frac{2eN_A}{\varepsilon}(\phi_i-\phi_c),\qquad
\phi_c=\int_0^\infty f(\phi)\,d\phi . \tag{9}
\]

**Width.** Without a sharp edge, define \(w\) by the total uncovered acceptor charge and use (8):

\[
w=\int_0^d(1-f)\,dx=\frac{\varepsilon}{eN_A}\int_0^d\phi''\,dx=\frac{\varepsilon E_i}{eN_A}. \tag{10}
\]

The last step uses \(\phi'(d)=0\) and \(\phi'(0)=-E_i\). This is relation (2) again, now without an edge.

**Closing the problem.** The uncharged blocking layer takes the drop \(E_ib\), so \(\phi_i=V-E_ib\). Put this and \(E_i=eN_Aw/\varepsilon\) into (9), then multiply by \(\varepsilon^2/(eN_A)^2\):

\[
w^2=\frac{2\varepsilon}{eN_A}\left(V-\frac{eN_A}{\varepsilon}bw-\phi_c\right)
\;\Rightarrow\;
w=\sqrt{b^2+\frac{2\varepsilon(V-\phi_c)}{eN_A}}-b . \tag{11}
\]

This is (1) with \(V\) reduced by \(\phi_c\). All details of the edge enter through one number, the area under \(f\). When \(\phi_c\ll V\), the first derivation is recovered.

### The edge potential for one donor level

For a single level, the ratio of ionised to neutral donors varies as \(e^{-u}\), with \(u=e\phi/kT\). Let \(K=N_A/N_D\). At \(\phi=0\) a fraction \(K\) of the donors is ionised, so the ratio is \(Ke^{-u}/(1-K)\). Converting the ratio to a fraction and dividing by \(K\) gives

\[
f=\frac{1}{K+(1-K)e^{u}} .
\]

With \(y=e^{-u}\), so that \(du=-dy/y\),

\[
\phi_c=\frac{kT}{e}\int_0^1\frac{dy}{1-K+Ky}=-\frac{kT}{e}\,\frac{\ln(1-K)}{K}. \tag{12}
\]

For weak compensation this tends to \(kT/e\).

The smearing in space is larger than the resulting shift in \(w\). Near \(\phi=0\) and for \(K\ll1\), \(1-f\simeq u\), and (8) becomes \(\phi''=\phi/\lambda^2\) with \(\lambda^2=\varepsilon kT/(e^2N_A)\). The departure from neutrality therefore decays over the length \(\lambda\), and the edge as a whole is spread over a few \(\lambda\). Expanding (11) to first order in \(\phi_c=kT/e\) gives

\[
\delta w\simeq-\frac{\varepsilon\phi_c}{eN_A(w+b)}=-\frac{\lambda^2}{w+b},
\]

which is smaller than \(\lambda\) by the factor \(\lambda/(w+b)\).

## Worked example

Take \(N_D=10^{16}\) cm\(^{-3}\), \(N_A=2\times10^{12}\) cm\(^{-3}\), \(b=2\) µm, \(d=10\) µm, \(V=50\) mV, \(T=1.7\) K and relative permittivity 16. Then \(L^2=44.21\) µm\(^2\), and

\[
w=\sqrt{4+44.21}-2=4.94\ \text{µm}=4940\ \text{nm}.
\]

Since \(eN_A/\varepsilon=2V/L^2=2.262\times10^{-3}\) V/µm\(^2\), equation (2) gives \(E_i=0.01118\) V/µm, or 112 V/cm. The blocking layer takes 22.4 mV and the depleted active layer 27.6 mV. Full depletion needs 158 mV by (4).

With everything else fixed, the width changes as follows:

| Varied quantity | Values | \(w\) (µm) |
|---|---|---|
| \(V\) (mV) | 10, 50, 100, 150 | 1.58, 4.94, 7.61, 9.69 |
| \(N_A\) (\(10^{12}\) cm\(^{-3}\)) | 1, 2, 5, 10 | 7.61, 4.94, 2.66, 1.58 |
| \(b\) (µm) | 0, 1, 2, 4 | 6.65, 5.72, 4.94, 3.76 |

The repeated values in the first two rows show the dependence on \(V/N_A\). To deplete all 10 µm at 50 mV, (4) requires \(N_A\) below \(2\times10^{12}\times50/158\simeq6\times10^{11}\) cm\(^{-3}\), with \(b\) kept at 2 µm.

A numerical solution of (8) across both layers, with the single-level \(f\), gives \(w=4.934\) µm. The sharp-edge value is 4.943 µm. The difference of 0.009 µm is the shift predicted for \(kT/e=0.1465\) mV, while \(\lambda\) is about 0.25 µm.

The comparison with (11) was repeated with one quantity changed at a time: \(V\) to 20 and 100 mV, \(N_A\) to \(10^{13}\) cm\(^{-3}\), \(b\) to 1 and 4 µm, and the blocking-layer charge density \(N_b\) to \(10^{12}\) cm\(^{-3}\), for which the term in (7) was included. Over these and the base case, the largest difference was \(4\times10^{-6}\) of the formula's width. At 237.5 mV, above full depletion, the numerical field in the blocking layer and (5) both give 292.2 V/cm.

A Gaussian spread of 1 meV in the donor levels raises \(\phi_c\) to 0.26 mV, and the numerical width becomes 4.927 µm. The full list of values is in the numerical output.

## What each derivation assumes

Both derivations treat the layers as one-dimensional, the acceptors as uniform and fully ionised, and the conduction electrons as negligible charge. They differ in what they ask of D\(^+\).

The first derivation asks that D\(^+\) be removed completely up to a plane. It needs neither a temperature nor an equilibrium distribution, but it cannot estimate the error made at the edge. The second asks for hopping equilibrium, a neutral region thick enough for \(\phi'\) to vanish, and an interface potential well above the edge scale. In return it gives the correction \(\phi_c\). Its form (11) fails near and above full depletion, where the neutral region has gone, while (5) still describes the field there.

Illumination separates them further. A D\(^+\) flux \(F\) towards the back contact breaks the equilibrium assumed in the second derivation. The first survives approximately under two conditions. The charge in transit, of density \(F/(\mu E)\) for hopping mobility \(\mu\), must be small compared with \(N_A\). The neutral part, which now carries the flux and so needs a field \(F/(\mu N_A)\), must take only a small share of \(V\). For assumed values \(F=10^{10}\) cm\(^{-2}\)s\(^{-1}\) and \(\mu=0.01\) cm\(^2\)/Vs, the ratio is 0.9% at mid-depletion. It grows towards the sharp edge, where \(E\) vanishes, and would reach one about 0.02 µm from it. That distance is much smaller than \(\lambda\) and so lies inside the thermal edge, where diffusion cannot be ignored, so this estimate does not describe the shape of the edge. If all \(N_A\) of the D\(^+\) in the neutral part hop with this same mobility, the field there is 0.5 V/cm, which takes about 0.25 mV over the remaining 5 µm. A larger flux or a smaller mobility raises all these figures in proportion, as long as they stay small. The neutral-part figures hold only for independent D\(^+\). In real material most D\(^+\) there are bound to acceptors (next section). With an activation energy of about 2 meV, the free density \(N_De^{-2\,\mathrm{meV}/kT}\) is below one per cent of \(N_A\) at 1.7 K. If \(\mu\) is the mobility of free D\(^+\), the required field is then larger by about two orders of magnitude, and at this flux the neutral part would take a large share of \(V\).

## The model beside a real detector

The parameters are rough values in the regime of antimony-doped germanium far-infrared detectors, with a donor depth of roughly 10 meV. Real material breaks the assumption that D\(^+\) moves independently of individual acceptors: the two attract. At a separation of \((3/4\pi N_D)^{1/3}\simeq29\) nm, the radius of a sphere that holds one donor on average, their Coulomb energy is about 3.1 meV, far above \(kT\). Using all of it as \(\phi_c\) shortens \(w\) by 0.20 µm, or 4%. This is an order-of-magnitude allowance, since the correlated problem has not been solved here. A permittivity 4% lower removes 0.13 µm, and a blocking-layer charge of \(0.1N_A\) removes 0.03 µm. Equation (1) contains \(\varepsilon\) and \(N_A\) only as a ratio, so small relative errors in the two count equally. A large error in \(N_A\) would outweigh all of these: if the true density were half the assumed one, \(w\) would be 7.6 µm. The mean acceptor spacing is 0.8 µm, so the continuum model does not resolve the edge locally on that scale. Even if \(N_A\) is known well, the result should be read as about 5 µm, not as 4.94 µm.

Other neglected processes can be sized at the largest field of the 50 mV example, 112 V/cm. The field lowers the donor barrier by about 2 meV. Treating the remaining 8 meV as a triangular barrier, with the light transverse mass of about 0.08 electron masses, gives a rough tunnelling factor of \(e^{-123}\), small enough to neglect. Thermal conduction electrons in the neutral part number about \(2\times10^{-11}\) cm\(^{-3}\), which is negligible beside \(N_A\).

Impact ionisation cannot be dismissed in this way. An electron with a kinetic energy of 1 to 10 meV gains roughly 1 to 3 meV per estimated free path between neutral donors; the value depends on its energy and on the cross-section used. This is less than the donor depth, but elastic collisions need not remove that energy, and an electron released near the far edge of the depleted layer falls through nearly 27.6 mV before it reaches the blocking layer. Gain is therefore energetically possible. At full depletion, 158 mV, the field in the blocking layer is 226 V/cm, the same tunnelling estimate gives about \(e^{-52}\), and the active layer drops 113 mV, about eleven donor depths; equation (4) does not say whether a real device tolerates that bias without breakdown. Equation (1) gives the electrostatic width; it does not give the gain or the dark current, and it remains a fair approximation under gain only while the additional D\(^+\) in transit stays small compared with \(N_A\) and the neutral part takes only a small share of \(V\).

## Values computed for the example and the checks

```
Donors 1.0e+16, acceptors 2.0e+12 cm^-3
Blocking layer 2.0 um, active layer 10.0 um
Bias 50 mV, T 1.7 K, rel. permittivity 16
2 eps V/(e N_A) = 44.21 um^2
Depletion width w = 4.943 um = 4943 nm
Field in blocking layer = 111.8 V/cm
Drop in blocking layer = 22.36 mV
Drop in depleted active layer = 27.64 mV
Full-depletion bias = 158.3 mV
w at 10 mV = 1.584 um
w at 20 mV = 2.657 um
w at 50 mV = 4.943 um
w at 100 mV = 7.614 um
w at 150 mV = 9.689 um
w at N_A 1e+12 cm^-3 = 7.614 um
w at N_A 2e+12 cm^-3 = 4.943 um
w at N_A 5e+12 cm^-3 = 2.657 um
w at N_A 1e+13 cm^-3 = 1.584 um
w at b 0 um = 6.649 um
w at b 1 um = 5.724 um
w at b 2 um = 4.943 um
w at b 4 um = 3.760 um
Numerical Poisson width = 4.934 um
Numerical blocker field = 111.6 V/cm
Largest relative error, 7 cases = 3.6e-06
Band spread 1.0 meV: edge potential 0.260 mV
Width with that band = 4.927 um
Capacitance, numerical = 2.0431 nF/cm2
Capacitance, eps/(b+w) = 2.0431 nF/cm2
Over-bias 237.5 mV: numerical field 292.2 V/cm
Over-bias field, formula = 292.2 V/cm
Thermal voltage = 0.1465 mV
Width shift, thermal edge = -0.009 um
D+ to acceptor Coulomb energy = 3.13 meV
Width shift, Coulomb allowance = -0.202 um
Width shift, blocker charge 0.1 N_A = -0.029 um
Width shift, permittivity 4% lower = -0.129 um
Assumed hopping mobility = 0.01 cm2/Vs
Assumed carrier flux = 1e+10 cm^-2 s^-1
Transit D+/N_A at mid-depletion = 8.9e-03
Edge layer filled by transit D+ = 0.022 um
Conduction electrons, neutral part = 2e-11 cm^-3
Donor depth (rough) = 10 meV
Field lowering of donor barrier = 2.01 meV
Tunnelling exponent (mass 0.08) = 123
Neutral-donor mean free path = 0.25 um
Energy gain per free path = 2.76 meV
N_D^(1/3) * donor radius = 0.097 (metallic near 0.26)
Mean acceptor spacing = 0.79 um
```
